\section*{Diffusivity ceiling for a one-nanometre diffusion length over ten years}

\section{Definitions and conventions}

The diffusivity $D$ is defined by Fick's law for the flux of a dilute species along $x$,
\begin{equation}
j=-D\,\frac{\partial c}{\partial x},
\label{fick}
\end{equation}
where $c$ is the number of atoms per volume. The diffusion length after a time $t$ at constant $D$ is defined here as
\begin{equation}
L=\sqrt{Dt}.
\label{L}
\end{equation}
Other definitions differ by a numerical factor, and the ceiling on $D$ is divided by the square of that factor.

The allowed length is called $\ell$, with $\ell=1$ nm, and the time is ten years. The algebra is in atomic units. Temperature enters as the energy $\theta=k_{\mathrm B}T$, and a force is an energy per length. Numbers for the example are in nm, eV and K; diffusivities are in m$^2$/s.

The medium is taken as uniform and isotropic, the temperature as constant, and the atoms as independent. Reactions and trapping are left out throughout; drift is left out at first and estimated near the end.

\section{Back-of-envelope estimate}

The dimension of $D$ is length squared over time. A length $\ell$ and a time $t$ give one such combination, $\ell^2/t$. A year is about $3\times10^7$ s, so ten years are about $3\times10^8$ s, and
\begin{equation}
D\lesssim\frac{(10^{-9}\ \mathrm{m})^2}{3\times10^{8}\ \mathrm{s}}
\approx 3\times10^{-27}\ \mathrm{m^2/s}.
\end{equation}
Dimensional analysis cannot supply the numerical factor, which depends on the length that is limited, nor say how the concentration falls with depth. The diffusion equation gives the profile and relates each such length to $D$.

\section{Controlled derivation}

\subsection{From atomic jumps to the diffusivity}

Let an atom on a cubic lattice make jumps of length $a$ at a total rate $\Gamma$, each independent of the last. After $N$ jumps $x=\sum_i x_i$. Since $\langle x_i\rangle=0$ and the jumps are independent, the cross terms $\langle x_ix_j\rangle$ vanish. Cubic symmetry makes the mean squares along the three axes equal, and their sum is $a^2$, so $\langle x_i^2\rangle=a^2/3$. The mean number of jumps is $\Gamma t$, hence
\begin{equation}
\langle x^2\rangle=\frac{\Gamma t\,a^2}{3}.
\label{walk}
\end{equation}

In the continuum, the atoms in a slab change in number by the difference between inflow and outflow, $\partial c/\partial t=-\partial j/\partial x$. With Eq.~(\ref{fick}),
\begin{equation}
\frac{\partial c}{\partial t}=D\,\frac{\partial^2c}{\partial x^2}.
\label{diff}
\end{equation}
For a cloud normalized to $\int c\,dx=1$ that starts at $x=0$, two integrations by parts, with vanishing boundary terms, give
\begin{equation}
\frac{d\langle x^2\rangle}{dt}=D\int x^2\,\frac{\partial^2c}{\partial x^2}\,dx
=2D\int c\,dx=2D .
\end{equation}
Thus $\langle x^2\rangle=2Dt$, and comparison with Eq.~(\ref{walk}) yields
\begin{equation}
D=\frac{\Gamma a^2}{6}.
\label{Dwalk}
\end{equation}

\subsection{What the diffusion length measures}

Let a metal hold the concentration at the surface of an initially clean half-space at $c_0$. No length is given in this problem, so $c$ can depend on position only through $x/\sqrt{Dt}$. Write $c=c_0f(\eta)$ with $\eta=x/(2\sqrt{Dt})$. Then $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/(2\sqrt{Dt})$, and Eq.~(\ref{diff}) becomes
\begin{equation}
-\frac{\eta}{2t}f'=\frac{D}{4Dt}f''
\quad\Longrightarrow\quad f''=-2\eta f'.
\end{equation}
Therefore $f'=Ae^{-\eta^2}$. The conditions $f(0)=1$ and $f(\infty)=0$ require $A\int_0^\infty e^{-\eta^2}d\eta=-1$, so $A=-2/\sqrt\pi$ and
\begin{equation}
\frac{c}{c_0}=\operatorname{erfc}\!\left(\frac{x}{2L}\right).
\label{profile}
\end{equation}
The number of atoms taken up per area is
\begin{equation}
M=2Lc_0\int_0^\infty\operatorname{erfc}(\eta)\,d\eta
=2Lc_0\,\frac{2}{\sqrt\pi}\int_0^\infty\eta e^{-\eta^2}d\eta
=\frac{2}{\sqrt\pi}\,c_0L ,
\label{uptake}
\end{equation}
where the second form follows by parts. The uptake equals that of a layer of thickness $1.13L$ filled to $c_0$. In this sense $L$ measures the thickness of intermixing.

It does not mark a front. At $x=L$ the concentration is still $\operatorname{erfc}(1/2)=0.48$ of its surface value.

Interface thermochemistry enters through $c_0$. If the metal is hardly soluble in the liner, $c_0$ and $M$ are small, while $L$ at given $D$ is unchanged. A limit on $L$ is therefore a limit on depth, not on amount.

\subsection{The ceiling}

Since $\sqrt{Dt}$ grows with $D$, the condition $L<\ell$ is equivalent to
\begin{equation}
D<D_{\max}=\frac{\ell^2}{t}
=\frac{10^{-18}\ \mathrm{m^2}}{3.156\times10^{8}\ \mathrm{s}}
=3.17\times10^{-27}\ \mathrm{m^2/s}.
\label{ceiling}
\end{equation}
This is $3.17\times10^{-7}$ \AA$^2$/s, or $2.74\times10^{-23}$ atomic units.

With Eq.~(\ref{Dwalk}), the ceiling allows each atom a mean number of jumps
\begin{equation}
\Gamma t=\frac{6\ell^2}{a^2}=\frac{6}{(0.25)^2}=96
\end{equation}
for a jump length of 0.25 nm. That is one jump in 38 days.

So small a number raises the question whether a continuum equation is adequate. A random walk on a face-centred cubic lattice, followed along a cube axis with a fixed source and 96 jumps per atom, answers it for this case. At the atomic planes its profile differs from Eq.~(\ref{profile}) by less than $5\times10^{-4}$ of $c_0$. Its uptake corresponds to 1.131 nm against 1.128 nm if half of the source plane is counted as part of the layer, and to 1.042 nm if only the planes beyond the source are counted. The agreement depends on direction: along a face diagonal, where a jump can cross two planes, the profile differs by about $10^{-2}$ of $c_0$.

\section{Comparison of criteria}

The estimate and Eq.~(\ref{ceiling}) agree because the definition of $L$ has no extra factor. If a larger multiple of $L$ is to stay below 1 nm, the ceiling is lower:
\begin{align}
\sqrt{2Dt}<\ell:&\quad D<1.58\times10^{-27}\ \mathrm{m^2/s},\\
2\sqrt{Dt}<\ell:&\quad D<7.9\times10^{-28}\ \mathrm{m^2/s},\\
\sqrt{6Dt}<\ell:&\quad D<5.3\times10^{-28}\ \mathrm{m^2/s}.
\end{align}
The first is the root-mean-square displacement along one axis and the third that in three dimensions. A length shorter than $L$ raises the ceiling instead: the mean depth of the profile (\ref{profile}) is $0.886L$ and its half-concentration depth $0.954L$, which allow $D$ larger by factors of 1.27 and 1.10.

A low enough limit on concentration is stricter still. Suppose that $c/c_0$ at 1 nm may not exceed 1\,\%. With $\operatorname{erfc}(z)=0.01$, $z=1.82$, Eq.~(\ref{profile}) requires $\ell/(2\sqrt{Dt})>z$, or
\begin{equation}
D<\frac{\ell^2}{4z^2t}=\frac{3.17\times10^{-27}}{4(1.82)^2}\ \mathrm{m^2/s}
\approx2.4\times10^{-28}\ \mathrm{m^2/s}.
\end{equation}
Here an atom makes only about seven jumps, and the continuum result becomes approximate: the lattice walk gives 1.3\,\% at 1 nm, with the logarithm of the concentration interpolated between atomic planes, instead of 1\,\%. The second digit depends on the choices made: linear interpolation gives 1.5\,\%, and other crystal directions give between 1.2 and 1.6\,\%.

\section{The activation energy this demands}

Let the jumps be thermally activated, $\Gamma=\nu e^{-E/\theta}$, with attempt frequency $\nu$ and activation energy $E$. Inserting this in Eq.~(\ref{Dwalk}) and requiring $Dt<\ell^2$ gives
\begin{equation}
\frac{\nu a^2t}{6\ell^2}\,e^{-E/\theta}<1
\quad\Longrightarrow\quad
E>\theta\ln\frac{\nu a^2t}{6\ell^2}.
\label{E}
\end{equation}

Take 105 $^\circ$C (378 K, $\theta=0.0326$ eV), $a=0.25$ nm and $\nu=10^{13}$ s$^{-1}$, all rough typical values. The prefactor $\nu a^2/6$ is $1.04\times10^{-7}$ m$^2$/s. Divided by $D_{\max}$ it is $3.3\times10^{19}$, whose logarithm is 44.9. Hence
\begin{equation}
E>0.0326\ \mathrm{eV}\times44.9\approx1.46\ \mathrm{eV}.
\end{equation}
A prefactor ten times larger raises this by $\theta\ln10=0.075$ eV. The required energy thus depends only logarithmically on the prefactor, but this is not negligible when the prefactor is uncertain by several decades. Here $\nu$ refers to the total jump rate; if it held for each of twelve jump directions, the bound would be 1.55 eV, and a prefactor of $10^{-10}$ m$^2$/s would lower it to 1.24 eV.

\subsection{A second case: the anneal during fabrication}

If the temperature varies, $D$ depends on time. Using $\tau=\int D\,dt$ as the variable turns Eq.~(\ref{diff}) into $\partial c/\partial\tau=\partial^2c/\partial x^2$, so $L^2$ is the sum of the contributions $Dt$ of all stages. Equations~(\ref{profile}) and (\ref{uptake}) hold with this $L$ if $c_0$ is the same in every stage. One hour at 400 $^\circ$C, with energy $\theta_{\mathrm a}$ and duration $t_{\mathrm a}$, can then be compared with ten years of use. For a material that just meets the service limit,
\begin{equation}
\frac{L_{\mathrm a}}{\ell}=\sqrt{\frac{t_{\mathrm a}}{t}}\,
\exp\!\left[\frac E2\left(\frac1\theta-\frac1{\theta_{\mathrm a}}\right)\right]
\approx(3.4\times10^{-3})\,e^{9.85}\approx64 .
\end{equation}
One hour of annealing would spread the metal over 64 nm. Equation~(\ref{E}) with the anneal's own temperature and time demands $E>1.95$ eV.

At that energy, and with the same mechanism at both temperatures, the ten-year length in use is $6\times10^{-4}$ nm. A length far below one jump is not a typical displacement. It corresponds to $96\times(6.1\times10^{-4})^2\approx3.6\times10^{-5}$ jumps per atom, so that nearly all atoms stay where they are. For these parameters fabrication, not service, sets the requirement. The margin depends on the prefactor: at $10^{-10}$ m$^2$/s the 64 nm and 1.95 eV become 14 nm and 1.54 eV, and the order reverses below about $6\times10^{-16}$ m$^2$/s.

\section{Where the estimate fails}

\textbf{Fast paths.} Along a grain boundary the activation energy may be lower by some $\Delta$. With the same prefactor, and no exchange with the grain interiors, $D$ grows by $e^{\Delta/\theta}$ and the length by $e^{\Delta/(2\theta)}$. For $\Delta=0.3$ eV the 1 nm becomes 100 nm. This is an upper bound: with a bulk length of 1 nm, comparable to or larger than a boundary width, metal does leak into the grains, and for a boundary 0.5 nm wide the depth at which $c/c_0=0.48$ along it is about 40 nm. The ceiling must therefore be met by the fastest connected path through the layer.

\textbf{Self-heating.} At $E=1.46$ eV, a line that runs 10 K hotter throughout the ten years has $L=1.8$ nm.

\textbf{Drift.} A force $F$ adds a flux $vc$. In equilibrium $c\propto e^{-U/\theta}$ with $F=-dU/dx$, so $\partial c/\partial x=Fc/\theta$. The total flux $-D\,\partial c/\partial x+vc$ must then vanish, which gives $v=DF/\theta$. At the ceiling $Dt=\ell^2$, and the drift distance is
\begin{equation}
vt=\frac{\ell^2F}{\theta}.
\label{drift}
\end{equation}
It exceeds $\ell$ when $F\ell>\theta$. A singly charged ion in a field of 1 MV/cm, which is 1 V across 10 nm, feels $F=0.1$ eV/nm and drifts $0.1/0.0326\approx3.1$ nm. In an insulator at this field, a limit of 1 nm on $\sqrt{Dt}$ therefore does not limit the mean displacement of the ions to 1 nm.

Inside a well-conducting barrier the field is far smaller. At a via carrying 1 MA/cm$^2$ through a barrier of 200 $\mu\Omega\,$cm, the field is 200 V/cm. With an effective charge of size 10, $F=2\times10^{-4}$ eV/nm and the drift is 0.006 nm, which is negligible beside $L$. The drift scales with the product of resistivity and current density; at 2000 $\mu\Omega\,$cm and 5 MA/cm$^2$ it would be 0.3 nm and no longer negligible.

\section{Beside a real interconnect}

The parameters are meant for copper lines enclosed by a tantalum nitride barrier about 2 nm thick. The service temperature and the anneal are of the usual order; the single jump length, attempt frequency and activation energy are a simplification. Real barriers may also break the assumption of a uniform medium, since they can contain grain boundaries and thin spots; in the 0.3 eV example a grain boundary raises the length by a factor of 100 if no metal leaks into the grains, and by less if some does. The half-space is also an idealization. At the ceiling, Eq.~(\ref{profile}) gives $c/c_0=0.16$ at a depth of 2 nm, so a barrier of that thickness is not shown to be tight by $L<1$ nm alone. For a layer that ends at 2 nm, the concentration at the far face reaches $0.31c_0$ if nothing can leave there; if the far side is a perfect sink, an amount equivalent to 0.20 nm filled to $c_0$ passes through in ten years. As a design rule without reactions or trapping, $D<3\times10^{-27}$ m$^2$/s limits the equivalent filled thickness of Eq.~(\ref{uptake}) to about a nanometre under three conditions: the bound on $D$ is met at the temperature of use and along the fastest path, drift is weak, and fabrication adds little to $L^2$. The main values are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values for the example)
Length limit: 1.0 nm
Time in use, 10 years: 3.1558e+08 s
Temperature in use: 378.15 K; kT: 0.03259 eV
Jump length: 0.25 nm; attempt frequency: 1.0e+13 1/s
CEILING ON DIFFUSIVITY
L = sqrt(Dt): 3.169e-27 m^2/s
  same in angstrom^2/s: 3.169e-07
  same in atomic units: 2.737e-23
D from walk and wave decay: 3.169e-27 m^2/s
If sqrt(2Dt) is limited: 1.584e-27 m^2/s
If 2 sqrt(Dt) is limited: 7.922e-28 m^2/s
If sqrt(6Dt) is limited: 5.281e-28 m^2/s
If c/c0 at 1 nm is limited to 1 %: 2.388e-28 m^2/s
  z with erfc(z) at that limit: 1.8214
  c/c0 of the discrete walk there: 1.32 %
PROFILE AT THE CEILING (constant source)
c/c0 at 1 nm: 0.4795; at 2 nm: 0.1573
Largest profile difference, walk - erfc: 4.2e-04
Uptake as filled layer: 1.1284 nm; walk: 1.1306 nm
JUMPS AND ACTIVATION ENERGY
Jumps per atom in ten years: 96.0
Mean time between jumps: 38.0 days
Prefactor nu a^2/6: 1.042e-07 m^2/s
Logarithm ln(nu a^2 t/(6 L^2)): 44.94
Least activation energy, use: 1.464 eV
Change per factor 10 in prefactor: 0.075 eV
NEGLECTED EFFECTS
Anneal: 673.15 K for 3600 s
  length in anneal at the use-limit energy: 63.8 nm
  least activation energy, anneal: 1.947 eV
  ten-year length at that energy: 6.12e-04 nm
Fast path, energy lower by 0.3 eV: 99.8 nm
Self-heating by 10 K: length 1.78 nm
Ion drift at 1.0 MV/cm: 3.07 nm; walk: 3.11 nm
Via: 200 microohm cm, 1 MA/cm^2, Z* size 10
  electromigration drift: 0.0061 nm
\end{verbatim}
